# The shifted Sternheimer equation for insulators

The response of an insulator to an atomic displacement or an electric field can be found from linear equations for the occupied orbitals, without a sum over empty states. This problem examines the singularity of those equations and its removal.

**Setting.** $H$ is a Hermitian one-electron Hamiltonian in a finite basis. Its orthonormal valence orbitals $u_v$, with energies $\varepsilon_v$, are filled; the conduction orbitals $u_c$, with energies $\varepsilon_c$, are empty. A gap separates the two groups. The projectors are
$$P_v=\sum_v|u_v\rangle\langle u_v|,\qquad P_c=1-P_v .$$
Indices $v,w$ run over valence states and $c$ over conduction states. The Hamiltonian depends on a parameter $s$, and $W=dH/ds$ at $s=0$. The symbol $\Delta$ denotes a derivative with respect to $s$, and $W_{ab}=\langle u_a|W|u_b\rangle$. In a self-consistent calculation $W$ contains the change of the mean field and is updated in an outer loop; what follows applies to each given $W$.

**Numerical example.** A diamond-structure crystal has lattice constant $a=0.543$ nm and atoms at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=a(1,1,1)/8$. Its potential has Fourier coefficients $F\cos(\mathbf G\cdot\boldsymbol\tau)$, where $F=-2.9,\,-2.2,\,0.55,\,1.1$ eV for $|\mathbf G|^2=3,4,8,11$ in units of $(2\pi/a)^2$, and zero otherwise. These are round values in the rough regime of silicon. The basis has 137 plane waves, and there are four valence bands. Most numbers refer to the point $\mathbf k_0=(0.3,0.2,0.1)\,2\pi/a$. With the valence top of the crystal as zero, the energies there are

- valence: $-11.967,\,-3.205,\,-1.327,\,-0.552$ eV;
- lowest conduction state: $3.187$ eV;
- highest state of the basis: $131.88$ eV.

The valence energies and the lowest conduction energy belong to this basis; with 537 plane waves they shift by at most 0.008 eV. The highest energy is a property of the basis and rises as the basis grows.

In parts (a) to (f), $W$ is the derivative for an optical displacement, in which the atoms move to $\pm(\boldsymbol\tau+s\hat{\mathbf x})$.

## (a) The equation and its singularity

**Derive the equation obeyed by $P_c\Delta u_v$. Why does it not determine its solution uniquely?**

Differentiate $H(s)u_v(s)=\varepsilon_v(s)u_v(s)$ at $s=0$:
$$Wu_v+H\Delta u_v=\Delta\varepsilon_v\,u_v+\varepsilon_v\Delta u_v .$$
Collecting the terms in $\Delta u_v$ gives
$$(H-\varepsilon_v)\Delta u_v=-(W-\Delta\varepsilon_v)u_v .$$
Now apply $P_c$. It commutes with $H$, because it is built from eigenvectors of $H$, and $P_cu_v=0$ removes the term in $\Delta\varepsilon_v$:
$$(H-\varepsilon_v)\,P_c\Delta u_v=-P_cWu_v. \tag{1}$$

If $\varepsilon_v$ is degenerate, the derivation holds for those combinations of degenerate orbitals that continue smoothly to $s\neq0$. Equation (1) is linear in $u_v$ at fixed $\varepsilon_v$, so it carries over to any other orthonormal combination, with $P_c\Delta u_v$ defined by the same combination.

The operator $H-\varepsilon_v$ annihilates every eigenvector of energy $\varepsilon_v$. Because of the gap, all of these are valence states. The right side of (1) is orthogonal to them, so a solution exists, but any null vector may be added to it. The condition that the solution lie in the conduction space selects one. At the zone centre of the example the valence top is threefold degenerate, and three null vectors are found.

## (b) The shifted operator

**Let $A_v(\alpha)=H+\alpha P_v-\varepsilon_v$ with real $\alpha$. For which $\alpha$ is it invertible, and for which is it positive definite for every $v$?**

The eigenvectors of $H$ are also eigenvectors of $P_v$, with eigenvalue 1 for valence states and 0 for conduction states. Therefore
$$A_vu_w=(\varepsilon_w-\varepsilon_v+\alpha)u_w,\qquad A_vu_c=(\varepsilon_c-\varepsilon_v)u_c. \tag{2}$$
The conduction eigenvalues are positive and do not contain $\alpha$. The operator is invertible if and only if no valence eigenvalue vanishes:
$$\alpha\neq\varepsilon_v-\varepsilon_w\quad\text{for every valence } w .$$
The choice $w=v$ excludes $\alpha=0$, the original singularity. The other choices exclude further values, so an arbitrary nonzero multiple of the projector is not sufficient. For the top band at $\mathbf k_0$ and $w$ the bottom band, the excluded value is
$$-0.552-(-11.967)=11.415\ \text{eV}.$$

The smallest valence eigenvalue over all pairs is $\alpha-(\varepsilon_{v,\max}-\varepsilon_{v,\min})$. All the operators are thus positive definite if and only if $\alpha$ exceeds the valence width. That width is 11.4 eV at $\mathbf k_0$ and 12.6 eV at the zone centre.

## (c) What the shift leaves unchanged

**Solve $A_vx=-Wu_v$ and $A_vy=-P_cWu_v$ for an admissible $\alpha$, and compare their conduction parts with $P_c\Delta u_v$.**

Expand $x=\sum_wa_wu_w+\sum_cb_cu_c$, insert it, and use (2). Projection on $u_w$ and $u_c$ gives
$$(\varepsilon_w-\varepsilon_v+\alpha)a_w=-W_{wv},\qquad(\varepsilon_c-\varepsilon_v)b_c=-W_{cv}.$$
Both factors are nonzero, so
$$x=-\sum_w\frac{W_{wv}}{\varepsilon_w-\varepsilon_v+\alpha}\,u_w-\sum_c\frac{W_{cv}}{\varepsilon_c-\varepsilon_v}\,u_c. \tag{3}$$
For $y$ the source has no valence part. Hence every $a_w$ vanishes, while the $b_c$ are the same.

Projecting (1) on $u_c$ gives $(\varepsilon_c-\varepsilon_v)\langle u_c|\Delta u_v\rangle=-W_{cv}$, which is the equation for $b_c$. Therefore
$$P_cx=y=P_c\Delta u_v\qquad\text{for every admissible }\alpha. \tag{4}$$
The shift acts within the valence block, and nothing couples that block to the conduction block. The full solution $x$, by contrast, does depend on $\alpha$. Its valence part is an artefact of the shift and not the valence part of $\Delta u_v$.

Equation (4) was tested at $\mathbf k_0$ and at the zone centre for $\alpha=17$, 25, 200 and $-40$ eV. The reference was $P_c(\Delta P_v)u_v$, with $\Delta P_v$ taken by finite differences from Hamiltonians with displaced atoms. The largest discrepancy was $1.4\times10^{-7}$ of $\|P_cWu_v\|/(10\ \text{eV})$. The value $-40$ eV lies outside the positive-definite range but is admissible for a direct linear solve.

## (d) Why the conduction part suffices

**Show that $\Delta P_v$, and the second derivative of $E=\sum_v\varepsilon_v$, need no valence component of $\Delta u_v$.**

For a smooth orthonormal set spanning the valence space,
$$\Delta P_v=\sum_v\big(|\Delta u_v\rangle\langle u_v|+|u_v\rangle\langle\Delta u_v|\big).$$
Write $\Delta u_v=P_c\Delta u_v+\sum_wC_{wv}u_w$. The valence coefficients contribute
$$\sum_{vw}(C_{wv}+C_{vw}^*)\,|u_w\rangle\langle u_v| .$$
Differentiating $\langle u_w|u_v\rangle=\delta_{wv}$ gives $C_{wv}+C_{vw}^*=0$, so this sum vanishes and
$$\Delta P_v=\sum_v\big(|P_c\Delta u_v\rangle\langle u_v|+\text{h.c.}\big). \tag{5}$$
The density change is its diagonal in position space, times 2 for spin:
$$\Delta n(\mathbf r)=4\,\mathrm{Re}\sum_vu_v^*(\mathbf r)\,P_c\Delta u_v(\mathbf r).$$

The unprojected solution $x$ cannot replace $P_c\Delta u_v$ here. With its coefficients from (3), and $W_{vw}^*=W_{wv}$, the sum that ought to vanish becomes
$$-W_{wv}\left[\frac1{\alpha-(\varepsilon_v-\varepsilon_w)}+\frac1{\alpha+(\varepsilon_v-\varepsilon_w)}\right]=-\frac{2\alpha W_{wv}}{\alpha^2-(\varepsilon_v-\varepsilon_w)^2},$$
which is a spurious term that depends on $\alpha$. One must project either the source or the solution.

For the energy, write $E(s)=\mathrm{Tr}[P_vH]$. Then
$$\frac{dE}{ds}=\mathrm{Tr}[P_vW]+\mathrm{Tr}[(\Delta P_v)H]=\mathrm{Tr}[P_vW].$$
The second trace vanishes because $\Delta P_v$ connects valence to conduction states, while $H$ connects neither group to the other. This holds at each $s$, so it may be differentiated again. With $W'=d^2H/ds^2$ and (5),
$$\frac{d^2E}{ds^2}=\sum_v\langle u_v|W'|u_v\rangle+2\,\mathrm{Re}\sum_v\langle u_v|W|P_c\Delta u_v\rangle. \tag{6}$$
At $\mathbf k_0$, for one spin, this gives
$$4886.90-4179.66=707.24\ \text{eV/nm}^2,$$
against 707.23 eV/nm² from a second difference of the band energies. Both values belong to the basis of 137 plane waves; with 531 plane waves the sum rises by about 1%, to 715 eV/nm². By (3) the response term is $-2\sum_{vc}|W_{cv}|^2/(\varepsilon_c-\varepsilon_v)$, so it is never positive: the electrons adjust and soften the crystal. Here it cancels about 85% of the direct term, so an error in the response is magnified about sixfold in the sum, relative to each. This fraction depends strongly on the form factor for $|\mathbf G|^2=4$, which drops out of the undisplaced crystal and is therefore not fixed by its bands: with that factor set to zero the response cancels only about half of the direct term and the sum is 2484 eV/nm². The sum itself is not a phonon force constant, which also needs the other k-points, the ion–ion energy and the electron–electron terms.

## (e) A good size for the shift

**For an iterative solver the condition number $\kappa$, the largest eigenvalue over the smallest, should be small. Which $\alpha$ leave it at the value of the conduction block alone?**

By (2) the conduction eigenvalues run from $\varepsilon_{c,\min}-\varepsilon_v$ to $\varepsilon_{c,\max}-\varepsilon_v$. The valence eigenvalues stay inside this range if
$$\varepsilon_{v,\min}-\varepsilon_v+\alpha\ge\varepsilon_{c,\min}-\varepsilon_v,\qquad\varepsilon_{v,\max}-\varepsilon_v+\alpha\le\varepsilon_{c,\max}-\varepsilon_v .$$
The energy $\varepsilon_v$ cancels, which leaves one window for all bands:
$$\varepsilon_{c,\min}-\varepsilon_{v,\min}\le\alpha\le\varepsilon_{c,\max}-\varepsilon_{v,\max}. \tag{7}$$
At $\mathbf k_0$ it extends from $3.187+11.967\approx15.15$ eV to $131.88+0.552\approx132.43$ eV. For the top band the condition number inside it is
$$\kappa=\frac{131.88+0.552}{3.187+0.552}\approx35.4 .$$

Conjugate gradients were run for this band with the unprojected source, from a zero start to a relative residual of $10^{-10}$:

| $\alpha$ (eV) | $\kappa$ | iterations | $\lVert P_vx\rVert$ (1/nm) |
|---|---|---|---|
| 11.465 | 2649 | 65 | 1403 |
| 25 | 35.4 | 53 | 5.90 |
| 1324 | 354 | 68 | 0.074 |

The first shift lies 0.050 eV above the resonance of part (b), so the smallest eigenvalue is 0.050 eV and $\kappa=132.43/0.050\approx2649$. In the last row the largest eigenvalue is $\alpha$ itself, and $\kappa=1324/3.739\approx354$. The conduction part has norm 8.92 1/nm and agrees in all three runs to within $10^{-6}$ of that norm, although the valence part changes by four orders of magnitude.

The iteration count grows far less than $\kappa$. In the first row one eigenvalue, $\lambda_1$, lies below the conduction range. Conjugate gradients do at least as well, in the energy norm of the error, as any polynomial $p(\lambda)$ of the same degree with $p(0)=1$. A factor $1-\lambda/\lambda_1$ removes the isolated component at the cost of one degree and of a magnification of the rest by at most about $\lambda_{\max}/\lambda_1$. Since the remaining error falls geometrically, that magnification costs a number of steps that grows as its logarithm.

With a projected source and exact arithmetic, all iterates from a zero start stay in the conduction space, and $\alpha$ has no effect on them. In floating-point arithmetic a shift inside the window (7) keeps the valence part of the iterates at rounding level. A shift far above the window can instead amplify rounding errors and slow the convergence: for the top band, the error of the conduction part after 20 iterations is about four times larger with 1324 eV than with 25 eV.

## (f) Rounding errors and an inexact projector

**First, let the source contain a small valence piece $\delta u_v$ and the energy an error $\eta$. Second, let the projector be slightly wrong. What happens to the solution?**

In the first case the operator is $H+\alpha P_v-\varepsilon_v-\eta$. Its eigenvalue on $u_v$ is $\alpha-\eta$, so the unwanted amplitude is
$$\langle u_v|x\rangle=\frac{\delta}{\alpha-\eta}.$$
Take $\delta=10^{-6}$ eV/nm and $\eta=10^{-6}$ eV. Without the shift the amplitude is $-\delta/\eta=-1.0$ 1/nm, which is 11% of the norm of the wanted response. With $\alpha=25$ eV it is $4.0\times10^{-8}$ 1/nm.

In the second case let $u_v$ be replaced in the projector by $\cos\theta\,u_v+\sin\theta\,u_c$, while the orbital and energy in the equation stay exact. To first order in $\theta$,
$$\tilde P_v=P_v+\theta\big(|u_c\rangle\langle u_v|+|u_v\rangle\langle u_c|\big).$$
The source $-(1-\tilde P_v)Wu_v$ becomes
$$-P_cWu_v+\theta\,(W_{vv}u_c+W_{cv}u_v).$$
Write the solution as $y+\theta z$. The terms of order $\theta$ in $(H+\alpha\tilde P_v-\varepsilon_v)(y+\theta z)$ must match those of the source:
$$A_vz=W_{vv}u_c+W_{cv}u_v-\alpha\big(u_c\langle u_v|y\rangle+u_v\langle u_c|y\rangle\big).$$
Since $\langle u_v|y\rangle=0$, the conduction part of the right side is $W_{vv}u_c$. The error in the conduction part of the solution is therefore
$$\theta\,P_cz=\theta\,\frac{W_{vv}}{\varepsilon_c-\varepsilon_v}\,u_c. \tag{8}$$
It does not contain $\alpha$, so at this order no choice of shift cures a poorly converged valence space. For the top band, the lowest conduction state and $\theta=10^{-5}$, both (8) and the direct solution give an error of $2.36\times10^{-5}$ 1/nm, or $2.6\times10^{-6}$ of the response.

## (g) A perturbation with a wavevector

**A potential $W_q\propto e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q$ not a reciprocal-lattice vector, carries an orbital from $\mathbf k$ to $\mathbf k+\mathbf q$. How does the equation change?**

The response now lives at $\mathbf k+\mathbf q$, while the energy is still that of the starting orbital. If no valence level at $\mathbf k\pm\mathbf q$ coincides with $\varepsilon_{v\mathbf k}$, there is no first-order energy change, because $W_qu_{v\mathbf k}$ has no component at $\mathbf k$. If one does coincide, the energy can change at first order, but that change multiplies only valence states, and the conduction projector removes it. Projecting with the conduction projector at $\mathbf k+\mathbf q$ and adding the shift gives
$$\big(H_{\mathbf k+\mathbf q}+\alpha P_{v,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}\big)x=-P_{c,\mathbf k+\mathbf q}W_qu_{v\mathbf k}. \tag{9}$$
Without the shift, the valence eigenvalues $\varepsilon_{w,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}$ vanish only if two levels coincide. They can, however, be negative, and the operator is then indefinite.

For the top band at $\mathbf k_0$ and $\mathbf q=(0.4,-0.3,0.5)\,2\pi/a$ there are four negative eigenvalues, and the smallest magnitude in the spectrum is 1.64 eV. The unshifted operator is invertible here but indefinite. With the projected source, conjugate gradients would still work in exact arithmetic, as in part (e), but a valence component admitted by rounding is no longer guaranteed to decay. With $\alpha=25$ eV the lowest eigenvalue is $+2.91$ eV. With 537 plane waves these two values become 1.66 and 2.90 eV. A shift larger than the valence width taken over the whole zone gives positivity for every $\mathbf k$ and $\mathbf q$. A direct diagonalization of the two wavevectors, coupled by a weak potential, agreed with (9) to within a relative $10^{-5}$ for all four bands.

## (h) The electronic dielectric constant

**Use the shifted operator to find the response to a uniform field $\mathcal E$ along $x$, with $H_{\mathbf k}$ acting on the periodic parts $u_{v\mathbf k}$ of the Bloch orbitals $\psi_{v\mathbf k}$.**

An electron of charge $-e$ has the extra energy $e\mathcal Ex$. The operator $x$ is not periodic, but its valence–conduction elements follow from a commutator. For a local potential $[H,x]=-i\hbar p_x/m$, and $\hbar p_x/m$ between Bloch states equals $\partial H_{\mathbf k}/\partial k_x$ between their periodic parts. Thus
$$\langle\psi_c|x|\psi_v\rangle=-i\,\frac{\langle u_c|\partial H_{\mathbf k}/\partial k_x|u_v\rangle}{\varepsilon_c-\varepsilon_v}.$$
Solve
$$A_vX_v=-P_c\frac{\partial H_{\mathbf k}}{\partial k_x}u_v .$$
By (3), the periodic part of $P_cx\psi_v$ is $iX_v$. The field response then obeys $A_v\Delta u_v=-ie\mathcal EX_v$, so a second solve, $A_vY_v=X_v$, gives $\Delta u_v=-ie\mathcal EY_v$.

The induced dipole per cell has a factor 2 for spin and a factor 2 from the two conjugate terms in (5):
$$d=-\frac{4e}{N_k}\sum_{\mathbf kv}\mathrm{Re}\,\langle iX_v|{-ie\mathcal E}Y_v\rangle=\frac{4e^2\mathcal E}{N_k}\sum_{\mathbf kv}\langle X_v|Y_v\rangle ,$$
since $(-i)(-i)=-1$. Divide by the cell volume $\Omega$ and by $\epsilon_0\mathcal E$. With $K=e^2/4\pi\epsilon_0$,
$$\epsilon=1+\frac{16\pi K}{\Omega N_k}\sum_{\mathbf kv}\langle X_v|Y_v\rangle. \tag{10}$$
Here $\mathcal E$ is the macroscopic field; field variations within the cell are left out.

On a $4\times4\times4$ mesh, shifts of 25 and 40 eV both give 11.731698. A sum over states at small $q$ gives 11.731238, a relative difference of $4\times10^{-5}$. Finer meshes give 11.18 ($6\times6\times6$) and 11.13 ($8\times8\times8$). On the coarsest mesh, a reduction from 137 to 89 plane waves raises the value by 1.2%. Meshes of $12\times12\times12$ and $16\times16\times16$ give 11.12, and raising the basis to 283 plane waves lowers the values by less than 0.005. The model result is $\epsilon\approx11.1$.

**Beside real silicon.** The lattice constant is that of silicon. The model gap, 0.92 eV along the line from the zone centre to X, is somewhat below the real one of roughly 1.1 eV, and the real dielectric constant is roughly 12. Closeness to that figure does not validate the model, because corrections of similar size are missing. Local fields at Hartree level lower the result by 8.6% on the coarsest mesh when the dielectric matrix contains 27 reciprocal-lattice vectors. With 65 vectors the reduction is 10.7%, and with 113 it is the same to the digits shown, so 8.6% is not a converged value. Widening all gaps by 0.05 eV at fixed dipole elements lowers it by 1.0%, which shows the sensitivity to the gaps. Silicon's spin-orbit splitting, roughly 0.04 eV, does not act as such a widening: the coupling is linear in the spin operators, so its first-order effect on $\epsilon$ cancels in the sum over spins. Exchange–correlation response, excitonic effects and nonlocal pseudopotentials are not estimated.

Doping breaks the assumption of completely filled and empty bands. Thermal excitation across the gap is weak at 300 K, with $e^{-E_g/2k_BT}\approx2\times10^{-8}$, and it changes the static screening by less than 1% for fields with a period of one micrometre or less. Over much longer distances even these few carriers screen a static field, so $\epsilon$ describes the response of the bound electrons alone. Doping brings such screening to far shorter lengths. With $10^{17}$ cm⁻³ ionized dopants, nondegenerate carriers multiply the static screening at wavevector $q$ by $1+1/(qL)^2$, where the Debye length is $L=12.6$ nm. This classical formula holds for wavelengths long compared with the thermal de Broglie wavelength of the carriers, which is roughly 4 to 11 nm for the band masses of silicon; at shorter wavelengths it overestimates their effect. For a potential of period 5 nm, $qL\approx16$ and the formula gives an upper estimate of 0.4% for the change. For a period of 100 nm, $qL\approx0.79$ and the factor is about 2.6. At such lengths the insulating response must be supplemented by that of the carriers. The numerical output lists most of the values used above.

## Calculated quantities

```
lattice constant: 0.543 nm
form factors, |G|^2 = 3, 4, 8, 11 (2pi/a)^2: -2.9 -2.2 0.55 1.1 eV
plane waves: 137; valence bands: 4
valence width at zone centre: 12.584 eV
indirect gap on the Gamma-X line: 0.919 eV
null vectors of H - e_top at zone centre: 3
general point k0 = (0.3, 0.2, 0.1) 2pi/a
valence energies at k0 from valence top: -11.967 -3.205 -1.327 -0.552 eV
lowest conduction energy at k0, same zero: 3.187 eV
highest basis energy at k0, same zero: 131.88 eV
resonant alpha, top and bottom valence: 11.415 eV
alpha window for best conditioning: 15.155 to 132.43 eV
condition number of conduction block: 35.41
alpha 11.465 eV: condition 2648.70, CG iterations 65, valence norm 1402.6761 1/nm
alpha 25.000 eV: condition 35.41, CG iterations 53, valence norm 5.8994 1/nm
alpha 1324.349 eV: condition 354.14, CG iterations 68, valence norm 0.0742 1/nm
norm of conduction response, top band: 8.9216 1/nm
largest scaled error, shifted solve vs projectors: 1.4e-07
leak 1e-06 eV/nm with energy error 1e-06 eV:
  valence amplitude, alpha 0: -1.0000 1/nm
  valence amplitude, alpha 25 eV: 4.00e-08 1/nm
projector tilt 1e-05 rad: error 2.359e-05 1/nm, formula 2.359e-05 1/nm
curvature at k0 per spin, direct term: 4886.90 eV/nm^2
curvature at k0 per spin, response: -4179.66 eV/nm^2
curvature sum: 707.24 eV/nm^2
curvature by finite difference: 707.23 eV/nm^2
finite q = (0.4, -0.3, 0.5) 2pi/a, top valence band at k0:
  negative eigenvalues without shift: 4
  smallest |eigenvalue| without shift: 1.644 eV
  lowest eigenvalue with shift: 2.907 eV
dielectric constant, 4x4x4 mesh, alpha 25 eV: 11.731698
dielectric constant, 4x4x4 mesh, alpha 40 eV: 11.731698
small-q sum over states, 4x4x4 mesh: 11.731238
dielectric constant, 6x6x6 mesh: 11.179
dielectric constant, 8x8x8 mesh (main result): 11.125
4x4x4 mesh with only 89 plane waves: 11.871
4x4x4 mesh with Hartree local fields: 10.726
local-field change: -8.57 %
change for gaps wider by 0.05 eV: -1.02 %
thermal factor exp(-gap/2kT) at 300 K: 1.9e-08
Debye length at 1e+17 cm^-3, 300 K: 12.6 nm
```
